# Why Lower Edge Roughness Does Not Improve Every Device Equally: a program that tests the result

```python
# Result under test: the mean width of a rough fin under a gate of length L
# has a variance set by the whole roughness spectrum, not by its total alone.
# For edge covariance C(u) = s^2 exp(-|u|/xi), the gate-averaged edge has
#   V(L) = s^2 f(L/xi),  f(z) = 2 (z - 1 + exp(-z)) / z^2,
# and the width (difference of two edges with correlation r) has 2(1-r) V(L).
# s: edge standard deviation, xi: correlation length, k: wavenumber,
# a: standard deviation of a Gaussian smoothing filter. Lengths are in nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import erfc

rng = np.random.default_rng(12345)
width, gate = 8.0, 20.0
edges = {"A": (0.60, 5.0), "B": (0.60, 40.0), "C": (0.45, 40.0)}
gates = (5.0, 20.0, 200.0)
smooth = 4.0


def f(z):
    return 2 * (z - 1 + np.exp(-z)) / z**2


def spectrum(k, s, xi):
    return 2 * s**2 * xi / (1 + (k * xi)**2)


k_grid = np.linspace(0, 40, 40001)


def spectral_variance(L, s, xi, a=0.0):
    window = np.sinc(k_grid * L / (2 * np.pi))**2
    filt = np.exp(-(k_grid * a)**2)
    return simpson(spectrum(k_grid, s, xi) * window * filt, x=k_grid) / np.pi


def weighted_variance(weights, dx, s, xi):
    """Variance of a weighted mean, summed directly over the covariance."""
    x = np.arange(len(weights)) * dx
    cov = s**2 * np.exp(-np.abs(x[:, None] - x[None, :]) / xi)
    return weights @ cov @ weights


def direct_variance(L, s, xi, n=800):
    return weighted_variance(np.full(n, 1 / n), L / n, s, xi)


def width_sd(L, s, xi, r=0.0):
    return np.sqrt(2 * (1 - r) * s**2 * f(L / xi))


# Total variance and gate-averaged variance by separate routes
for s, xi in edges.values():
    total = quad(spectrum, 0, np.inf, args=(s, xi))[0] / np.pi
    assert abs(total / s**2 - 1) < 1e-6
    for L in gates:
        formula = s**2 * f(L / xi)
        assert abs(direct_variance(L, s, xi) / formula - 1) < 2e-3
        assert abs(spectral_variance(L, s, xi) / formula - 1) < 1e-3

# Short-gate and long-gate limits against the direct double sum
assert abs(direct_variance(2.0, 1.0, 40.0) - (1 - 2 / 120)) < 5e-4
long_limit = 2 * 5 / 200 * (1 - 5 / 200)
assert abs(direct_variance(200.0, 1.0, 5.0) / long_limit - 1) < 2e-3

# The averaged variance at all L determines the covariance
h = 0.5
for s, xi in edges.values():
    g = [L**2 * spectral_variance(L, s, xi) for L in (gate-h, gate, gate+h)]
    curvature = (g[0] - 2 * g[1] + g[2]) / h**2
    assert abs(curvature / (2 * s**2 * np.exp(-gate / xi)) - 1) < 5e-3

# Random-phase sinusoid: same total variance, zero mean variation at L = P
period, s_sin = 20.0, 0.6
phase = np.arange(400) * 2 * np.pi / 400
sin_sd = {}
for L in (10.0, 20.0):
    x = (np.arange(1000) + 0.5) * L / 1000
    e = np.sqrt(2) * s_sin * np.cos(2*np.pi*x[None, :]/period + phase[:, None])
    assert abs(np.mean(e**2) / s_sin**2 - 1) < 1e-9
    v = np.mean(e.mean(axis=1)**2)
    assert abs(v - s_sin**2 * np.sinc(L / period)**2) < 1e-5
    sin_sd[L] = np.sqrt(2 * v)

# Lower total roughness wins for short gates and loses for long gates
sA, xA = edges["A"]
sC, xC = edges["C"]
cross = brentq(lambda L: sA**2 * f(L/xA) - sC**2 * f(L/xC), 1, 100)
assert direct_variance(0.8*cross, sC, xC) < direct_variance(0.8*cross, sA, xA)
assert direct_variance(1.2*cross, sC, xC) > direct_variance(1.2*cross, sA, xA)

# Smoothing filter: spectral result against explicit filtering in space
q = smooth / xA
s_smooth = sA * np.sqrt(np.exp(q**2) * erfc(q))
total = quad(lambda k: spectrum(k, sA, xA) * np.exp(-(k*smooth)**2),
             0, np.inf)[0] / np.pi
assert abs(total / s_smooth**2 - 1) < 1e-6
dx = 0.25
t = np.arange(-96, 97) * dx
kernel = np.exp(-t**2 / (2 * smooth**2))
kernel /= kernel.sum()
gain = {}
for L in gates:
    n = int(round(L / dx))
    weights = np.convolve(np.full(n, 1 / n), kernel)
    v_space = weighted_variance(weights, dx, sA, xA)
    v_spec = spectral_variance(L, sA, xA, smooth)
    assert abs(v_space / v_spec - 1) < 5e-3
    gain[L] = 100 * (1 - np.sqrt(v_spec / (sA**2 * f(L / xA))))
gain_total = 100 * (1 - s_smooth / sA)
assert gain_total > gain[5.0] > gain[20.0] > gain[200.0] > 0


# Simulated random edges
def random_edge(s, xi, devices=20000, n=40):
    step = np.exp(-gate / n / xi)
    e = np.empty((devices, n))
    e[:, 0] = rng.normal(size=devices)
    for j in range(1, n):
        noise = rng.normal(size=devices)
        e[:, j] = step * e[:, j-1] + np.sqrt(1 - step**2) * noise
    return s * e


def random_width(s, xi, r=0.0):
    common = random_edge(s, xi) if r > 0 else 0.0
    right = np.sqrt(r) * common + np.sqrt(1 - r) * random_edge(s, xi)
    left = np.sqrt(r) * common + np.sqrt(1 - r) * random_edge(s, xi)
    return width + right - left


r_test = 0.5
correlated = random_width(sA, xA, r_test).mean(axis=1).std()
assert abs(correlated / width_sd(gate, sA, xA, r_test) - 1) < 0.03

# Rough local barrier in meV: hard-wall confinement minus gate-length lowering
temperature, V0, oxide = 300.0, 1.0, 0.8
m_t, m_l, eps_ratio = 0.19, 0.92, 3.0
m_conf = 2 * m_t * m_l / (m_t + m_l)
kT = 1e3 * const.k * temperature / const.e
E_unit = 1e3 * (const.hbar * np.pi)**2 / (2 * m_conf * const.m_e * 1e-18)
E_unit /= const.e


def confinement(w):
    return E_unit / w**2


def lowering(w, L):
    w_eff = w + 2 * eps_ratio * oxide
    return 1e3 * V0 * np.exp(-np.pi * L / (2 * w_eff))


def barrier(w, L):
    return confinement(w) - lowering(w, L)


d = 1e-3
slope_conf = (confinement(width+d) - confinement(width-d)) / (2*d)
slope_low = -(lowering(width+d, gate) - lowering(width-d, gate)) / (2*d)
slope_w = slope_conf + slope_low
slope_L = (barrier(width, gate+d) - barrier(width, gate-d)) / (2*d)
response = {}
for name in ("A", "B"):
    s, xi = edges[name]
    w = random_width(s, xi)
    assert w.min() > 1.0
    between = w.mean(axis=1).std()
    within = np.mean(w.var(axis=1))
    assert abs(between / width_sd(gate, s, xi) - 1) < 0.03
    assert abs(within / (2 * s**2 * (1 - f(gate / xi))) - 1) < 0.03
    eff = kT * np.log(np.mean(np.exp(barrier(w, gate) / kT), axis=1))
    response[name] = (abs(slope_w) * width_sd(gate, s, xi), eff.std(),
                      eff.mean() - barrier(width, gate))
assert response["B"][1] > response["A"][1]

# Average weighted towards mid-channel
xm = (np.arange(800) + 0.5) / 800
mid = np.sin(np.pi * xm)**2
mid /= mid.sum()
mid_sd = {n: np.sqrt(2 * weighted_variance(mid, gate/800, *edges[n]))
          for n in ("A", "B")}
assert mid_sd["B"] > mid_sd["A"]
gate_sd = width_sd(width, sA, xA)

print(f"Fin width {width:.1f} nm, main gate length {gate:.1f} nm")
for name, (s, xi) in edges.items():
    print(f"Edge {name}: s = {s:.2f} nm, xi = {xi:.1f} nm, "
          f"width sd before averaging = {np.sqrt(2)*s:.4f} nm")
    for L in gates:
        print(f"  L = {L:.0f} nm: f = {f(L/xi):.4f}, "
              f"averaged width sd = {width_sd(L, s, xi):.4f} nm")
ratio = width_sd(gate, *edges["B"]) / width_sd(gate, *edges["A"])
print(f"Ratio of averaged width sd B/A at main gate = {ratio:.3f}")
print(f"Crossover gate length of edges A and C = {cross:.2f} nm")
for L, sd in sin_sd.items():
    print(f"Sinusoid s = {s_sin:.2f} nm, period {period:.0f} nm, "
          f"L = {L:.0f} nm: width sd = {sd:.4f} nm")
print(f"Smoothing of edge A, filter sd a = {smooth:.1f} nm")
print(f"  edge s after smoothing = {s_smooth:.4f} nm")
print(f"  reduction of total edge sd = {gain_total:.2f} %")
for L in gates:
    print(f"  reduction of averaged width sd, L = {L:.0f} nm: {gain[L]:.2f} %")
print("Sizes of neglected effects at the main gate length")
print(f"Edge correlation r = {r_test:.1f}: width sd A = "
      f"{width_sd(gate, sA, xA, r_test):.4f} nm")
for name in ("A", "B"):
    xi = edges[name][1]
    print(f"Mid-channel weight, width sd {name} = {mid_sd[name]:.4f} nm")
    print(f"Variance missed by 500 nm line, {name} = {100*f(500/xi):.2f} %")
print(f"Temperature {temperature:.0f} K, kT = {kT:.2f} meV")
print(f"Masses m_t = {m_t:.2f}, m_l = {m_l:.2f}, "
      f"confinement = {m_conf:.3f} m_e")
print(f"Oxide {oxide:.1f} nm, permittivity ratio {eps_ratio:.1f}, "
      f"V0 = {V0:.1f} V")
print(f"Confinement energy = {confinement(width):.2f} meV")
print(f"Short-channel barrier lowering = {lowering(width, gate):.1f} meV")
print(f"Barrier slope with width, confinement = {slope_conf:.2f} meV/nm")
print(f"Barrier slope with width, short channel = {slope_low:.2f} meV/nm")
for name, (linear, full, shift) in response.items():
    print(f"Barrier sd {name}: linear {linear:.1f}, series slices {full:.1f}, "
          f"mean shift {shift:.1f} meV")
print(f"Barrier slope with gate length = {slope_L:.2f} meV/nm")
print(f"Gate-length sd over fin width (edge A) = {gate_sd:.3f} nm")
print(f"Barrier sd from gate-edge roughness = {abs(slope_L)*gate_sd:.1f} meV")
print("OK")
```

It prints:

```
Fin width 8.0 nm, main gate length 20.0 nm
Edge A: s = 0.60 nm, xi = 5.0 nm, width sd before averaging = 0.8485 nm
  L = 5 nm: f = 0.7358, averaged width sd = 0.7278 nm
  L = 20 nm: f = 0.3773, averaged width sd = 0.5212 nm
  L = 200 nm: f = 0.0488, averaged width sd = 0.1873 nm
Edge B: s = 0.60 nm, xi = 40.0 nm, width sd before averaging = 0.8485 nm
  L = 5 nm: f = 0.9596, averaged width sd = 0.8312 nm
  L = 20 nm: f = 0.8522, averaged width sd = 0.7833 nm
  L = 200 nm: f = 0.3205, averaged width sd = 0.4804 nm
Edge C: s = 0.45 nm, xi = 40.0 nm, width sd before averaging = 0.6364 nm
  L = 5 nm: f = 0.9596, averaged width sd = 0.6234 nm
  L = 20 nm: f = 0.8522, averaged width sd = 0.5875 nm
  L = 200 nm: f = 0.3205, averaged width sd = 0.3603 nm
Ratio of averaged width sd B/A at main gate = 1.503
Crossover gate length of edges A and C = 12.39 nm
Sinusoid s = 0.60 nm, period 20 nm, L = 10 nm: width sd = 0.5402 nm
Sinusoid s = 0.60 nm, period 20 nm, L = 20 nm: width sd = 0.0000 nm
Smoothing of edge A, filter sd a = 4.0 nm
  edge s after smoothing = 0.4196 nm
  reduction of total edge sd = 30.06 %
  reduction of averaged width sd, L = 5 nm: 19.91 %
  reduction of averaged width sd, L = 20 nm: 6.42 %
  reduction of averaged width sd, L = 200 nm: 0.50 %
Sizes of neglected effects at the main gate length
Edge correlation r = 0.5: width sd A = 0.3685 nm
Mid-channel weight, width sd A = 0.6059 nm
Variance missed by 500 nm line, A = 1.98 %
Mid-channel weight, width sd B = 0.8069 nm
Variance missed by 500 nm line, B = 14.72 %
Temperature 300 K, kT = 25.85 meV
Masses m_t = 0.19, m_l = 0.92, confinement = 0.315 m_e
Oxide 0.8 nm, permittivity ratio 3.0, V0 = 1.0 V
Confinement energy = 18.65 meV
Short-channel barrier lowering = 85.9 meV
Barrier slope with width, confinement = -4.66 meV/nm
Barrier slope with width, short channel = -16.47 meV/nm
Barrier sd A: linear 11.0, series slices 11.8, mean shift 4.4 meV
Barrier sd B: linear 16.6, series slices 16.7, mean shift 1.3 meV
Barrier slope with gate length = 10.54 meV/nm
Gate-length sd over fin width (edge A) = 0.672 nm
Barrier sd from gate-edge roughness = 7.1 meV
OK
```
